# The Lee-Low-Pines energy bound for a Fröhlich polaron at rest

**Q.** An electron in a polar crystal drags a lattice distortion with it. Before I accept any energy for this object, I want to know which Hamiltonian you use and what fixes its coupling.

**A.** I take one electron with an isotropic parabolic band of mass $m$, one longitudinal optical (LO) branch of fixed frequency $\omega$, zero temperature, and a coupling linear in the lattice displacement:

$$H=\frac{p^2}{2m}+\hbar\omega\sum_k a_k^\dagger a_k+\sum_k\left(V_k a_k e^{i\mathbf k\cdot\mathbf r}+V_k^* a_k^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).$$

Energies are counted from the band bottom of the undistorted crystal, without the zero-point energy of the phonons. The crystal is a periodic box of volume $\Omega$, and $\mathbf k=0$ is left out.

Electrostatics fixes the coupling. Hold two electrons still at separation $R$. The phonon terms are then shifted oscillators, and completing the square gives $-\sum_k|V_k|^2|e^{i\mathbf k\cdot\mathbf r_1}+e^{i\mathbf k\cdot\mathbf r_2}|^2/\hbar\omega$. With $|V_k|^2=C/(\Omega k^2)$, the part that depends on $R$ is

$$-\frac{2C}{\hbar\omega}\int\frac{d^3k}{(2\pi)^3}\frac{\cos\mathbf k\cdot\mathbf R}{k^2}=-\frac{2C}{\hbar\omega}\,\frac{1}{4\pi R}.$$

The lattice must reduce the repulsion from $e^2/(4\pi\varepsilon_0\varepsilon_\infty R)$ to $e^2/(4\pi\varepsilon_0\varepsilon_sR)$, where $\varepsilon_\infty$ contains the electronic screening and $\varepsilon_s$ the full static screening. Its share is $-e^2\Delta/(4\pi\varepsilon_0R)$ with $\Delta=1/\varepsilon_\infty-1/\varepsilon_s$. Hence $C=\hbar\omega e^2\Delta/(2\varepsilon_0)$. With the length $l=\sqrt{\hbar/2m\omega}$ one writes

$$C=(\hbar\omega)^2\,4\pi\alpha l,\qquad \alpha=\frac{e^2\Delta}{8\pi\varepsilon_0\,l\,\hbar\omega}.$$

From here energies are in $\hbar\omega$, lengths in $l$ and momenta in $\hbar/l$. The kinetic energy becomes $p^2$, and the coupling $v_k=V_k/\hbar\omega$ obeys $|v_k|^2=4\pi\alpha/(\Omega k^2)$.

**Q.** The electron position sits in every exponential. How can you speak of zero momentum when the electron keeps exchanging momentum with the phonons?

**A.** The electron momentum is not conserved, but the total is. Let $\boldsymbol\Pi=\sum_k\mathbf k\,a_k^\dagger a_k$. The operator $a_ke^{i\mathbf k\cdot\mathbf r}$ lowers $\boldsymbol\Pi$ by $\mathbf k$ and raises $\mathbf p$ by $\mathbf k$, so $\mathbf p+\boldsymbol\Pi$ commutes with $H$. Call its eigenvalue $\mathbf P$ and apply

$$S_1=\exp[i(\mathbf P-\boldsymbol\Pi)\cdot\mathbf r].$$

Since $\boldsymbol\Pi$ commutes with $\mathbf r$ and $\mathbf p$, $S_1^\dagger\mathbf pS_1=\mathbf p+\mathbf P-\boldsymbol\Pi$. For one mode put $\theta=\mathbf k\cdot\mathbf r$. On a state with $n$ phonons, $e^{i\theta a^\dagger a}\,a\,e^{-i\theta a^\dagger a}$ gives the phase $e^{-i\theta n}e^{i\theta(n-1)}=e^{-i\theta}$. So $S_1^\dagger a_kS_1=a_ke^{-i\mathbf k\cdot\mathbf r}$, which cancels the exponential in the coupling.

The conserved operator becomes $S_1^\dagger(\mathbf p+\boldsymbol\Pi)S_1=\mathbf p+\mathbf P$. A state of total momentum $\mathbf P$ therefore has $\mathbf p=0$ in the new frame, and there

$$H_1=(\mathbf P-\boldsymbol\Pi)^2+\sum_ka_k^\dagger a_k+\sum_k(v_ka_k+v_k^*a_k^\dagger).$$

The electron coordinate is gone. The price is $\boldsymbol\Pi^2$, an interaction between phonons caused by the electron's recoil.

As a test, put the electron on a ring with two modes of wave number $\pm1$, $v=0.6$ and at most six phonons. The lowest energy is $-0.382044$ from the laboratory Hamiltonian and $-0.382044$ from $H_1$ at $P=0$.

**Q.** That only moves the difficulty. $\boldsymbol\Pi^2$ is quartic in the phonon operators, so you cannot diagonalize $H_1$.

**A.** I do not diagonalize it. The expectation value of $H_1$ in any normalized state is an upper bound to $E_0(0)$, the lowest energy at $\mathbf P=0$. I choose a displaced vacuum $S_2|0\rangle$ with

$$S_2=e^X,\qquad X=\sum_k(f_ka_k^\dagger-f_k^*a_k).$$

Because $[a_k,X]=f_k$ is a number, the commutator series stops: $S_2^\dagger a_kS_2=a_k+f_k$. In expectation values of normally ordered operators, $a_k$ is thus replaced by $f_k$ and $a_k^\dagger$ by $f_k^*$.

The recoil term must first be put in normal order. Moving $a_k$ past $a_{k'}^\dagger$ leaves an extra term when $\mathbf k=\mathbf k'$:

$$\boldsymbol\Pi^2=\sum_kk^2a_k^\dagger a_k+\sum_{k,k'}\mathbf k\cdot\mathbf k'\,a_k^\dagger a_{k'}^\dagger a_ka_{k'}.$$

At $\mathbf P=0$ the energy of the trial state is therefore

$$E[f]=\sum_k(1+k^2)|f_k|^2+2\,\mathrm{Re}\sum_kv_kf_k+\Big|\sum_k\mathbf k|f_k|^2\Big|^2.$$

**Q.** Setting a derivative to zero could give a saddle or a local minimum. Why should I trust your choice of $f$?

**A.** No derivative is needed. Write $D_k=1+k^2$ and complete the square:

$$D_k|f_k|^2+2\,\mathrm{Re}(v_kf_k)=D_k\left|f_k+\frac{v_k^*}{D_k}\right|^2-\frac{|v_k|^2}{D_k}.$$

The first term on the right is non-negative, and so is the last term of $E[f]$. Hence every $f$ obeys

$$E[f]\ge-\sum_k\frac{|v_k|^2}{1+k^2}.$$

Equality needs $f_k=-v_k^*/(1+k^2)$ and also $\sum_k\mathbf k|f_k|^2=0$. The first condition implies the second, because $|v_k|$ is the same for $\mathbf k$ and $-\mathbf k$. This is the global minimum within displaced vacua. Other kinds of state may lie lower.

**Q.** Then give me the number, with all factors of $\pi$.

**A.** Keep the modes with $k<K$ and let the box grow, so that $\sum_k\to\Omega\int d^3k/(2\pi)^3$. The factor $k^2$ of the volume element cancels the $1/k^2$ of the coupling:

$$-\sum_k\frac{|v_k|^2}{1+k^2}=-\frac{4\pi\alpha\cdot4\pi}{8\pi^3}\int_0^K\frac{dk}{1+k^2}=-\frac{2\alpha}{\pi}\arctan K.$$

As $K\to\infty$ the arctangent tends to $\pi/2$, and with the energy unit restored

$$E_0(0)\le-\alpha\hbar\omega.$$

A sum over a cubic lattice of wave vectors inside the sphere $K=6$, extrapolated in the lattice step, tests the prefactor without the radial reduction. It gives $-0.89488\,\alpha$, against $-0.89486\,\alpha$ from the arctangent.

**Q.** You took $K\to\infty$ lightly. The sum $\sum_k|v_k|^2$ diverges, so the coupling term of $H_1$, acting on your trial state, gives a vector of infinite norm.

**A.** That is so, and it is why the bound is proved at finite $K$ first. There the Hamiltonian is bounded below, because

$$a_k^\dagger a_k+v_ka_k+v_k^*a_k^\dagger=(a_k^\dagger+v_k)(a_k+v_k^*)-|v_k|^2\ge-|v_k|^2,$$

and $\sum_{k<K}|v_k|^2=2\alpha K/\pi$ is finite.

Now raise the cutoff to $K'>K$. Take a state close to the lowest energy for $K$ and leave the new modes empty. They add nothing to $\boldsymbol\Pi$, and their linear coupling has zero expectation value, so the energy is unchanged. Hence $E_0(0)$ cannot rise as $K$ grows. I define the energy of the model without cutoff as the limit of this falling sequence. Each member lies below $-(2\alpha/\pi)\arctan K$, so the limit lies at or below $-\alpha$. That the limit is finite takes a separate lower bound, which the present statement does not need.

A small case shows both inequalities. Take three pairs $\pm\mathbf k$ along the three axes, of lengths 1.0, 0.7 and 1.3, all with $v=0.5$. The trial energy is

$$-2(0.25)\left(\frac1{2}+\frac1{1.49}+\frac1{2.69}\right)=-0.7714.$$

Diagonalization with at most eight phonons gives $-0.7997$, which is lower, as it must be. Without the pair of length 1.3 the diagonalized energy is only $-0.6050$.

**Q.** What does the trial state describe? I distrust an energy that I cannot split into parts.

**A.** It is a coherent phonon cloud that moves with the electron. Substituting $k=\tan\theta$ turns the two integrals needed into those of $\cos^2\theta$ and $\sin^2\theta$ from 0 to $\pi/2$, each equal to $\pi/4$:

$$\sum_k|f_k|^2=\frac{2\alpha}{\pi}\int_0^\infty\frac{dk}{(1+k^2)^2}=\frac{\alpha}{2},\qquad \sum_kk^2|f_k|^2=\frac{2\alpha}{\pi}\int_0^\infty\frac{k^2\,dk}{(1+k^2)^2}=\frac{\alpha}{2}.$$

The first is the mean phonon number and also the phonon energy. The second is the electron's kinetic energy: its mean momentum is zero, but it recoils from every phonon in the cloud. The interaction gives $2\,\mathrm{Re}\sum_kv_kf_k=-2\alpha$, and the total is $\alpha/2+\alpha/2-2\alpha=-\alpha$.

Recoil also makes the result finite. An electron nailed to one point would have $f_k=-v_k^*$ and energy $-2\alpha K/\pi$, which diverges with the cutoff. A mobile electron pays $k^2$ for each phonon, so modes with $k\gg1$ respond weakly. In ordinary units

$$-\alpha\hbar\omega=-\frac{e^2\Delta}{8\pi\varepsilon_0l},$$

which is the lattice polarization energy of a charge $e$ spread over a spherical shell of radius $l$. At fixed $\omega$ and $\Delta$ the bound grows in size as $\sqrt m$, since $l\propto m^{-1/2}$.

**Q.** An upper bound may be far from the energy. How much do you lose?

**A.** At weak coupling, little. Apply $H_2=S_2^\dagger H_1S_2$ to the vacuum. Since $\sum_k\mathbf k|f_k|^2=0$, the shifted $\boldsymbol\Pi$ acts once to give $\sum_k\mathbf kf_ka_k^\dagger|0\rangle$. A second action gives

$$\Big[\sum_kk^2|f_k|^2+\sum_kk^2f_ka_k^\dagger+\sum_{k,k'}\mathbf k\cdot\mathbf k'f_kf_{k'}a_k^\dagger a_{k'}^\dagger\Big]|0\rangle.$$

With the phonon and coupling terms added, the one-phonon part has the coefficient $(1+k^2)f_k+v_k^*$, which vanishes. What remains is the trial energy times the vacuum, plus the two-phonon term.

That term is of order $\alpha$, because $f\propto\sqrt\alpha$. At leading order a pair costs the energy $2+|\mathbf k+\mathbf k'|^2$. Second-order perturbation theory, with a factor 2 from the two ways of matching identical phonons, lowers the energy by

$$2\sum_{k,k'}\frac{(\mathbf k\cdot\mathbf k')^2|f_k|^2|f_{k'}|^2}{2+|\mathbf k+\mathbf k'|^2}=c\,\alpha^2.$$

With $\mu$ the cosine of the angle between the wave vectors, the continuum form is

$$c=\frac{4}{\pi^2}\int_0^\infty\!\!\int_0^\infty\frac{k^2k'^2\,dk\,dk'}{(1+k^2)^2(1+k'^2)^2}\int_{-1}^{1}\frac{\mu^2\,d\mu}{2+k^2+k'^2+2kk'\mu}.$$

Quadrature gives $c=0.0159$. For the six modes above with $v$ reduced to 0.03, the gap between bound and diagonalized energy, divided by the pair sum, is 1.0000. Hence $E_0(0)\approx-\alpha-0.0159\alpha^2$ for small $\alpha$, and the bound is correct to first order in $\alpha$.

**Q.** And when $\alpha$ is large?

**A.** The inequality still holds, but it becomes a poor guide. Compare a localized electron, $\psi\propto e^{-b^2r^2/2}$, with the lattice displaced to suit its charge cloud. Its kinetic energy is $3b^2/2$. The Fourier transform of its density is $e^{-k^2/4b^2}$, and the shifted oscillators give

$$-\sum_k|v_k|^2e^{-k^2/2b^2}=-\frac{2\alpha}{\pi}\,b\sqrt{\frac{\pi}{2}}=-\alpha b\sqrt{\frac{2}{\pi}}.$$

The minimum of the total is at $b=(\alpha/3)\sqrt{2/\pi}$ and equals $-\alpha^2/(3\pi)$. This is below $-\alpha$ once $\alpha>3\pi\approx9.4$. The localized state mixes all total momenta, so it bounds the lowest energy over all $\mathbf P$. Beyond $3\pi$ that energy is certainly lower than $-\alpha$. The value $3\pi$ belongs to this trial state, and the loss sets in earlier: Feynman's path-integral bound lies about 9 % below $-\alpha$ at $\alpha=5$ and about 30 % below at $3\pi$. With phonon positions measured from the electron, as in $H_1$, the displaced vacuum lacks the correlations between phonons that such a state contains.

**Q.** Put it into a real crystal, in units that I can use.

**A.** Lithium hydride serves as an example, since its bonding is ionic and its light ions give a polar mode of high frequency. Rough typical values are an LO phonon energy of 0.14 eV, $\varepsilon_\infty=3.6$, $\varepsilon_s=13$, a lattice constant of 0.41 nm and a gap of 5 eV. The band mass of 0.40 electron masses is my choice, not a measured LiH value. Then $\Delta=0.2009$, $\hbar^2/2m=0.09525$ eV nm² and $e^2/4\pi\varepsilon_0=1.440$ eV nm, so

$$l=\sqrt{\frac{0.09525}{0.14}}\ \text{nm}=0.825\ \text{nm},\qquad \alpha=\frac{1.440\times0.2009}{2\times0.825\times0.14}=1.25.$$

The bound is $-1.252\times0.14$ eV $=-0.175$ eV, or about $-1410$ cm⁻¹. The trial cloud holds 0.63 phonons on average. Kinetic and phonon energy are 0.088 eV each, and the interaction is $-0.351$ eV.

**Q.** A length of 0.8 nm is only two lattice constants. Which of your assumptions does the real crystal break, and by how much?

**A.** I start with the mass, because I chose it. With the other inputs fixed the bound scales as $\sqrt m$, so a mass 20 % larger deepens it by about 10 %.

A crystal also has no phonons beyond its Brillouin zone. Replacing the zone by a sphere of equal volume gives $K=12.45$ and a bound of $-0.166$ eV, 5 % smaller in size than the continuum value. If the LO frequency also falls quadratically in $k$ by a chosen 20 % at the zone edge, with $\Delta$ held fixed, the result is $-0.165$ eV.

For an ellipsoidal band, $k^2$ in the recoil energy is multiplied by $g(\mu)=\mu^2m/m_l+(1-\mu^2)m/m_t$, where $\mu$ is now the cosine of the angle between $\mathbf k$ and the axis along which the mass is $m_l$. Since $\int_0^\infty dk/(1+gk^2)=\pi/(2\sqrt g)$, the bound is multiplied by $\int_0^1g^{-1/2}d\mu$. At fixed conductivity mass, $3/m=1/m_l+2/m_t$, this factor is 1.05 for $m_l/m_t=4$ and 1.08 for $m_l/m_t=1/4$. These ratios are illustrations, and LiH is more anisotropic. A local-density band calculation puts the conduction minimum at X with $m_l\approx0.11$ and $m_t\approx1.0$ electron masses. These are rough values, since that method underestimates the gap. For this ratio of about 1/9 the factor is near 1.2, while the conductivity mass of about 0.28 lies well below my 0.40. The two changes happen nearly to cancel and give about $-0.17$ eV.

The pair correction is estimated at $0.0159\times1.252^2\times140$ meV $=3.5$ meV, or 2 % of the bound. It is a weak-coupling estimate used at $\alpha$ slightly above 1.

**Q.** And temperature, field and carrier density?

**A.** At 300 K each LO mode holds 0.0045 thermal phonons, so zero temperature is a fair start for this branch. The mean kinetic energy is 1.8 % of the gap, but that alone does not justify a parabolic band. The integrand of the kinetic energy falls only as $1/k^2$, so recoils with energies above the gap contribute a noticeable part. That part is about a fifth without cutoff and about an eighth with the zone cutoff. The true band shape at large $k$ therefore shifts the energy. A two-band dispersion $E(1+E/E_g)=\hbar^2k^2/2m$ with the 5 eV gap, used to first order in $\alpha$ and without Bloch overlap factors, deepens the zone-cut value by about 11 %, more than the cutoff or the pair correction.

The model has no applied field. A field of 1.7 MV/cm would supply one phonon energy over the length $l$, so the field must stay well below that if the phonon cloud is to keep its shape. This is not a sufficient condition for using the bound in a device: a much weaker field can already accelerate the polaron away from $\mathbf P=0$, and the bound does not describe such a moving carrier. Tunnelling across the gap is no concern even at 1.7 MV/cm: with a single parabolic band continued through the gap, the semiclassical exponent is about 285. A two-band dispersion with the same mass lowers it to about 170, still far above 1. The limit at such fields is of another kind. In this model LO emission stops balancing the power drawn from the field at roughly 1 to 2.5 MV/cm, depending on the criterion, so electrons can run away and ionize the crystal by impact. The breakdown field of LiH is not estimated here.

One electron per sphere of radius $l$, a rough measure of touching polarons, means a density of about $4\times10^{20}$ cm⁻³. The electron gas becomes degenerate earlier, near the effective band density of $6\times10^{18}$ cm⁻³ per valley at 300 K. The one-electron model needs densities well below both.

Acoustic phonons, short-range coupling and anharmonicity are left out and not sized here. Disorder is a more basic matter. In an amorphous oxide film the total momentum is not conserved, so $S_1$ no longer removes the electron coordinate from the whole Hamiltonian, and a bound labelled by $\mathbf P=0$ loses its meaning. The numerical output below lists the values used here.

## Computed results

```
Ring: moving-frame ground energy -0.382044 hbar*omega
Ring: laboratory ground energy -0.382044 hbar*omega
Six modes: trial bound -0.771444 hbar*omega
Six modes: diagonalized energy -0.799663 hbar*omega
Four of the six modes: energy -0.605003 hbar*omega
Weak coupling: gap / pair formula 1.0000
Cutoff K = 6.0: lattice sum / alpha -0.89488
Cutoff K = 6.0: arctan formula / alpha -0.89486
Phonon number / alpha 0.5000
Kinetic energy / alpha 0.5000 hbar*omega
Interaction energy / alpha -2.0000 hbar*omega
Pair coefficient c 0.01592 hbar*omega
Input LO phonon energy (rough) 0.14 eV
Input eps_inf (rough) 3.6, eps_static (rough) 13.0
Input lattice constant (rough) 0.41 nm
Input band gap (rough) 5.0 eV
Input band mass (chosen) 0.40 electron masses
Input temperature for estimates 300 K
Dielectric contrast 1/eps_inf - 1/eps_static 0.2009
e^2/(4 pi eps0) 1.4400 eV nm
hbar^2/(2m) 0.09525 eV nm^2
Polaron length l 0.825 nm
Coupling constant alpha 1.252
Upper bound -alpha*hbar*omega -0.1753 eV
Upper bound -1414 cm^-1
Bound by direct integral -0.1753 eV
Mean phonon number 0.626
Kinetic energy 0.0877 eV
Free-phonon energy 0.0877 eV
Interaction energy -0.3506 eV
Lattice attraction of two charges at 1 nm -0.2892 eV
Zone sphere radius 15.09 nm^-1, times l 12.45
Bound with zone cutoff -0.1664 eV
Chosen LO frequency drop at zone edge 20 %
Bound with cutoff and that drop -0.1649 eV
Bound factor, mass ratio 4: 1.0472
Bound factor, mass ratio 1/4: 1.0753
Pair lowering, weak-coupling estimate 3.50 meV
Thermal phonons per mode 0.00447
Kinetic energy / gap 0.0175
Field giving one phonon energy over l 1.70 MV/cm
Tunnelling exponent at that field 285
Density of touching polarons 4.25e+20 cm^-3
Effective band density per valley 6.35e+18 cm^-3
```
